# Spontaneous Rate of the Hydrogen 21 cm Hyperfine Transition: a program that tests the result

```python
"""
Result under test: the hydrogen 1s hyperfine level F=1 decays to F=0 at the rate
    A = mu0 * omega^3 * |m|^2 / (3 pi hbar c^3),   |m| = g muB / 2,
about 2.9e-15 per second.
omega: angular frequency of the photon; m: matrix element of the magnetic moment
between the two levels; g: magnitude of the electron g factor; muB: Bohr magneton.
The splitting comes from the field of the electron's spin cloud at the proton.
"""
import numpy as np
import sympy as sp
from scipy import constants as const

pc = const.physical_constants
hbar, c, mu0 = const.hbar, const.c, const.mu_0
muB, muN = pc["Bohr magneton"][0], pc["nuclear magneton"][0]
g_e = abs(pc["electron g factor"][0])
g_p = pc["proton g factor"][0]
a0 = pc["Bohr radius"][0]
mass_ratio = const.m_e / const.m_p
rng = np.random.default_rng(4)


def emission_rate(omega, moment_squared, mu0=mu0, hbar=hbar, c=c):
    return mu0 * omega**3 * moment_squared / (3 * np.pi * hbar * c**3)


def curl(field, x, h):
    """Central-difference curl of a vector field at points x of shape (N, 3)."""
    d = [(field(x + h * e) - field(x - h * e)) / (2 * h) for e in np.eye(3)]
    return np.stack([d[1][:, 2] - d[2][:, 1],
                     d[2][:, 0] - d[0][:, 2],
                     d[0][:, 1] - d[1][:, 0]], axis=1)


# Directions and weights for integrals over the full solid angle
cos_nodes, cos_weights = np.polynomial.legendre.leggauss(12)
phi = 2 * np.pi * np.arange(16) / 16
ct, ph = [q.ravel() for q in np.meshgrid(cos_nodes, phi, indexing="ij")]
st = np.sqrt(1 - ct**2)
directions = np.stack([st * np.cos(ph), st * np.sin(ph), ct], axis=1)
solid_weights = np.repeat(cos_weights, 16) * 2 * np.pi / 16


def ball_grid(r_max, n):
    """Points, radii, directions and weights (dr times solid angle)."""
    t, w = np.polynomial.legendre.leggauss(n)
    r = np.repeat(r_max * (t + 1) / 2, len(directions))
    unit = np.tile(directions, (n, 1))
    weight = np.repeat(w * r_max / 2, len(directions)) * np.tile(solid_weights, n)
    return r[:, None] * unit, r, unit, weight


# Spin states by diagonalization of S.I
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
S = np.array([np.kron(p / 2, np.eye(2)) for p in pauli])
I = np.array([np.kron(np.eye(2), p / 2) for p in pauli])
spin_energy, spin_states = np.linalg.eigh(sum(S[i] @ I[i] for i in range(3)))
assert np.allclose(spin_energy, [-0.75, 0.25, 0.25, 0.25])
singlet, triplet = spin_states[:, 0], spin_states[:, 1:]
F_squared = sum((S[i] + I[i]) @ (S[i] + I[i]) for i in range(3))
assert np.allclose(F_squared @ singlet, 0)
assert np.allclose(F_squared @ triplet, 2 * triplet)

# Transition moment for random superpositions of the three upper states
electron_moment = -g_e * muB * S
total_moment = electron_moment + g_p * muN * I
m_electron = g_e * muB / 2
m_total = m_electron * (1 + g_p * muN / (g_e * muB))
for _ in range(5):
    mix = rng.normal(size=3) + 1j * rng.normal(size=3)
    upper = triplet @ (mix / np.linalg.norm(mix))
    vec_e = np.array([singlet.conj() @ op @ upper for op in electron_moment])
    vec_t = np.array([singlet.conj() @ op @ upper for op in total_moment])
    assert np.isclose(np.linalg.norm(vec_e) / m_electron, 1, rtol=1e-10)
    assert np.isclose(np.linalg.norm(vec_t) / m_total, 1, rtol=1e-10)
moment_direction = vec_e / np.linalg.norm(vec_e)

# The 1s function solves the Coulomb problem and is normalized
r_s, a_s = sp.symbols("r a", positive=True)
psi_s = sp.exp(-r_s / a_s) / sp.sqrt(sp.pi * a_s**3)
local_energy = sp.simplify((-(sp.diff(psi_s, r_s, 2) + 2 * sp.diff(psi_s, r_s) / r_s) / 2
                            - psi_s / (a_s * r_s)) / psi_s)
assert sp.simplify(sp.diff(local_energy, r_s)) == 0
assert sp.simplify(sp.integrate(4 * sp.pi * r_s**2 * psi_s**2, (r_s, 0, sp.oo)) - 1) == 0

# Field at the proton: Biot-Savart integral over the magnetization current
# (lengths in Bohr radii, mu0 = 1, unit electron moment along z)
x, r, unit, weight = ball_grid(12.0, 40)


def magnetization(y):
    density = np.exp(-2 * np.linalg.norm(y, axis=1)) / np.pi
    return density[:, None] * np.array([0.0, 0.0, 1.0])


current = curl(magnetization, x, 1e-4)
field_at_proton = (weight[:, None] * np.cross(current, -unit)).sum(axis=0) / (4 * np.pi)
assert np.allclose(field_at_proton, [0, 0, 2 / (3 * np.pi)], atol=1e-4)

# Electric dipole integrals: zero within 1s, nonzero from 2p (Bohr radii)
x, r, unit, weight = ball_grid(40.0, 60)
psi_1s = np.exp(-r) / np.sqrt(np.pi)
psi_2p = x[:, 2] * np.exp(-r / 2) / np.sqrt(32 * np.pi)
z_1s_1s = np.sum(weight * r**2 * psi_1s * x[:, 2] * psi_1s)
z_1s_2p = np.sum(weight * r**2 * psi_1s * x[:, 2] * psi_2p)
assert abs(z_1s_1s) < 1e-10
assert np.isclose(z_1s_2p, 128 * np.sqrt(2) / 243, rtol=1e-8)

# Rate law, first road: emitter and explicit photon modes in a periodic box.
# Units hbar = c = mu0 = box length = 1. Modes of equal frequency act as one
# collective mode. Times stay below 1, before light crosses the box.
omega_box = 2 * np.pi * 30
box_moment = moment_direction * np.sqrt(1.5 * 3 * np.pi / omega_box**3)
axis = np.arange(-38, 39)
n_vec = np.stack(np.meshgrid(axis, axis, axis, indexing="ij"), axis=-1).reshape(-1, 3)
n_sq = (n_vec**2).sum(axis=1)
keep = (n_sq > 22.5**2) & (n_sq < 37.5**2)
n_vec, n_sq = n_vec[keep], n_sq[keep]
k_hat = n_vec / np.sqrt(n_sq)[:, None]
pol_1 = np.cross(k_hat, np.sqrt([1.0, 2.0, 3.0]))
pol_1 /= np.linalg.norm(pol_1, axis=1)[:, None]
pol_2 = np.cross(k_hat, pol_1)
strength = sum(abs(np.cross(k_hat, p) @ box_moment)**2 for p in (pol_1, pol_2))
coupling_sq = 2 * np.pi * np.sqrt(n_sq) / 2 * strength
shell_sum = np.bincount(n_sq, weights=coupling_sq)
shells = np.flatnonzero(shell_sum)
H = np.diag(np.append(0.0, 2 * np.pi * np.sqrt(shells) - omega_box))
H[0, 1:] = H[1:, 0] = np.sqrt(shell_sum[shells])
energies, vectors = np.linalg.eigh(H)


def survival(t):
    return abs(np.sum(vectors[0]**2 * np.exp(-1j * energies * t)))**2


rate_box = np.log(survival(0.2) / survival(0.8)) / 0.6
rate_box_formula = emission_rate(omega_box, np.linalg.norm(box_moment)**2, 1, 1, 1)
# The finite mode band shifts the line slightly, changing the rate below 2 percent
assert abs(rate_box / rate_box_formula - 1) < 0.02

# Rate law, second road: energy flux of a classical dipole of amplitude 2m
# Units hbar = c = mu0 = omega = 1, |m| = 1


def dipole_source(y):
    dist = np.linalg.norm(y, axis=1)
    return (np.exp(1j * dist) / (4 * np.pi * dist))[:, None] * (2 * moment_direction)


def vector_potential(y):
    return curl(dipole_source, y, 0.01)


radius = 3.0
points = radius * directions
E_field = 1j * vector_potential(points)
B_field = curl(vector_potential, points, 0.01)
flux = 0.5 * np.real(np.cross(E_field, B_field.conj()))
power = np.sum(solid_weights * radius**2 * np.sum(flux * directions, axis=1))
power_formula = emission_rate(1, 1, 1, 1, 1)
assert np.isclose(power, power_formula, rtol=1e-3)

# Hydrogen numbers
a_red = a0 * (1 + mass_ratio)
density_0 = 1 / (np.pi * a_red**3)
splitting = 2 / 3 * mu0 * g_e * muB * g_p * muN * density_0
omega = splitting / hbar
frequency = omega / (2 * np.pi)
A_electron = emission_rate(omega, m_electron**2)
A_total = emission_rate(omega, m_total**2)
assert abs(A_electron / 2.9e-15 - 1) < 0.02
assert 0.9e7 < 1 / A_electron / const.Julian_year < 1.2e7

# Comparison with the electric dipole line 2p to 1s
hartree = pc["Hartree energy"][0]
omega_2p = 3 / 8 * hartree / (1 + mass_ratio) / hbar
dipole_2p = const.e * a_red * z_1s_2p
A_2p = emission_rate(omega_2p, (c * dipole_2p)**2)

print(f"vacuum permeability mu0: {mu0:.6e} N/A^2")
print(f"reduced Planck constant: {hbar:.6e} J s")
print(f"speed of light: {c:.6e} m/s")
print(f"Bohr magneton: {muB:.6e} J/T")
print(f"nuclear magneton: {muN:.6e} J/T")
print(f"electron g factor (magnitude): {g_e:.6f}")
print(f"proton g factor: {g_p:.6f}")
print(f"Bohr radius: {a0:.6e} m")
print(f"electron/proton mass ratio: {mass_ratio:.6e}")
print(f"1s length a with reduced mass: {a_red:.6e} m")
print(f"1s density at the proton: {density_0:.5e} m^-3")
print(f"hyperfine splitting: {splitting:.5e} J")
print(f"frequency: {frequency / 1e6:.1f} MHz")
print(f"angular frequency: {omega:.5e} rad/s")
print(f"wavelength: {100 * c / frequency:.2f} cm")
print(f"transition moment, electron only: {m_electron:.5e} J/T")
print(f"rate A, electron only: {A_electron:.3e} s^-1")
print(f"mean lifetime, electron only: {1 / A_electron:.3e} s")
print(f"mean lifetime, electron only: {1 / A_electron / const.Julian_year:.3e} years")
print(f"proton/electron moment ratio: {m_total / m_electron - 1:.5f}")
print(f"rate A with proton moment: {A_total:.3e} s^-1")
print(f"rate increase from proton: {100 * (A_total / A_electron - 1):.2f} percent")
print(f"2p-1s dipole integral of z: {z_1s_2p:.4f} (in units of a)")
print(f"2p-1s angular frequency: {omega_2p:.4e} rad/s")
print(f"2p-1s rate: {A_2p:.3e} s^-1")
print(f"ratio of rates, 2p-1s to hyperfine: {A_2p / A_electron:.2e}")
print(f"  factor from frequency cubed: {(omega_2p / omega)**3:.2e}")
print(f"  factor from moment squared: {(c * dipole_2p / m_electron)**2:.2e}")
print(f"test, box decay rate / formula: {rate_box / rate_box_formula:.4f}")
print(f"test, classical power / formula: {power / power_formula:.5f}")
print(f"test, contact field / formula: {field_at_proton[2] * 1.5 * np.pi:.5f}")
print("no test failed")
```

Output:

```
vacuum permeability mu0: 1.256637e-06 N/A^2
reduced Planck constant: 1.054572e-34 J s
speed of light: 2.997925e+08 m/s
Bohr magneton: 9.274010e-24 J/T
nuclear magneton: 5.050784e-27 J/T
electron g factor (magnitude): 2.002319
proton g factor: 5.585695
Bohr radius: 5.291772e-11 m
electron/proton mass ratio: 5.446170e-04
1s length a with reduced mass: 5.294654e-11 m
1s density at the proton: 2.14456e+30 m^-3
hyperfine splitting: 9.41224e-25 J
frequency: 1420.5 MHz
angular frequency: 8.92517e+09 rad/s
wavelength: 21.10 cm
transition moment, electron only: 9.28476e-24 J/T
rate A, electron only: 2.876e-15 s^-1
mean lifetime, electron only: 3.477e+14 s
mean lifetime, electron only: 1.102e+07 years
proton/electron moment ratio: 0.00152
rate A with proton moment: 2.885e-15 s^-1
rate increase from proton: 0.30 percent
2p-1s dipole integral of z: 0.7449 (in units of a)
2p-1s angular frequency: 1.5495e+16 rad/s
2p-1s rate: 6.265e+08 s^-1
ratio of rates, 2p-1s to hyperfine: 2.18e+23
  factor from frequency cubed: 5.23e+18
  factor from moment squared: 4.16e+04
test, box decay rate / formula: 1.0021
test, classical power / formula: 0.99997
test, contact field / formula: 1.00000
no test failed
```
